# Electrons in a Ferroelectric Film: Metallization or a Misplaced Band Edge?: a numerical check

```python
"""Spurious electron spill into a ferroelectric film between two metals.

Result under test: a conduction edge placed too low makes the polar film take
up electrons; raising the edge before self-consistency removes them, while a
rigid shift afterwards leaves a wrong barrier. The onset is set by the lowest
confined level, not by the sign of the interface barrier alone.

Symbols: x position in the film (nm), D displacement (e/nm^2), E field (V/nm),
n electron density (1/nm^3), phi0 electron barrier at D=0 (eV), lam interface
screening length (nm), K = hbar^2/2m (eV nm^2). The Fermi level is zero.
Film law: E = alpha*D + beta*D^3. Metals are short-circuited, walls are hard.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

eps0 = sc.epsilon_0 / sc.e * 1e-9            # e/(V nm)
K = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18  # eV nm^2
dos = 1 / (2 * np.pi * K)                    # 1/(eV nm^2), both spins
to_si = sc.e * 1e18                          # e/nm^2 -> C/m^2

L, lam, eps_r, D_spont = 20.0, 0.02, 100.0, 2.0
phi0, gap_low, gap_true, shift_c = 0.25, 1.8, 3.0, 0.8
alpha = -1 / (2 * eps0 * eps_r)
beta = -alpha / D_spont**2
x = np.linspace(0, L, 401)
h = x[1] - x[0]


def field(D):
    return alpha * D + beta * D**3


def electrostatics(n):
    """Polar solution: D(x) and the band-edge change E_c(x) - phi0."""
    N = cumulative_trapezoid(n, x, initial=0)
    I1, I2, I3 = (trapezoid(N**p, x) for p in (1, 2, 3))
    roots = np.roots([beta * L, -3 * beta * I1,
                      2 * lam / eps0 + alpha * L + 3 * beta * I2,
                      -lam * N[-1] / eps0 - alpha * I1 - beta * I3])
    D_left = max(r.real for r in roots if abs(r.imag) < 1e-9)
    D = D_left - N
    edge = lam * D_left / eps0 + cumulative_trapezoid(field(D), x, initial=0)
    return D, edge


def subbands(edge):
    """Lowest levels and normalized squared wavefunctions in the film."""
    diag = 2 * K / h**2 + edge[1:-1]
    off = np.full(len(diag) - 1, -K / h**2)
    levels, vec = eigh_tridiagonal(diag, off, select='i', select_range=(0, 5))
    prob = np.zeros((len(x), len(levels)))
    prob[1:-1] = vec**2 / h
    return levels, prob


def energy_of_D(D):
    surface = lam / (2 * eps0) * (D[0]**2 + D[-1]**2)
    return trapezoid(alpha * D**2 / 2 + beta * D**4 / 4, x) + surface


def solve(barrier, start=None):
    """Self-consistent film for a given electron barrier at D=0."""
    n = np.zeros_like(x) if start is None else start.copy()
    for _ in range(800):
        D, edge = electrostatics(n)
        levels, prob = subbands(barrier + edge)
        filling = dos * np.maximum(-levels, 0)
        new = prob @ filling
        if np.max(np.abs(new - n)) < 1e-9:
            band = -0.5 * dos * np.sum(np.minimum(levels, 0)**2)
            omega = energy_of_D(D) + band - trapezoid(edge * n, x)
            return dict(n=n, D=D, Ec=barrier + edge, levels=levels,
                        sigma=trapezoid(n, x), omega=omega)
        n = n + 0.15 * (new - n)
    raise RuntimeError("self-consistency not reached")


# Film without free charge: closed forms against root finding and grid levels
D1 = D_spont * np.sqrt(1 - 4 * lam * eps_r / L)
D_empty, edge_empty = electrostatics(np.zeros_like(x))
assert np.allclose(D_empty, D1, atol=1e-8)
drop = lam * D1 / eps0
assert abs(edge_empty[0] - drop) < 1e-8
assert abs(edge_empty[-1] + drop) < 1e-8
F = 2 * lam * D1 / (eps0 * L)
confinement = -ai_zeros(1)[0][0] * (K * F**2)**(1 / 3)
level_airy = phi0 - drop + confinement
level_grid = subbands(phi0 + edge_empty)[0][0]
assert abs(level_airy - level_grid) < 1e-4
level_nonpolar = subbands(np.full_like(x, phi0))[0][0]
assert level_nonpolar > 0 and level_grid < 0

# Low conduction edge (spilled) and corrected conduction edge (clean)
bad = solve(phi0)
good = solve(phi0 + shift_c)
assert bad['sigma'] > 0.01 and good['sigma'] == 0
assert bad['D'].min() > D_spont / np.sqrt(3)   # stays on the stable branch
again = solve(phi0, start=2 * bad['n'])
assert abs(again['sigma'] - bad['sigma']) < 1e-6

# Electrostatics against direct minimization of the energy


def minimum_energy(n):
    N = cumulative_trapezoid(n, x, initial=0)
    return minimize_scalar(lambda d: energy_of_D(d - N), bounds=(1.0, 3.0),
                           method='bounded', options={'xatol': 1e-10})


assert abs(minimum_energy(bad['n']).x - bad['D'][0]) < 1e-5
bump = np.exp(-(x - 15)**2 / 2)
eta = 1e-3
slope = (minimum_energy(bad['n'] + eta * bump).fun
         - minimum_energy(bad['n'] - eta * bump).fun) / (2 * eta)
assert abs(slope - trapezoid((bad['Ec'] - phi0) * bump, x)) < 1e-3

# Spilled charge against the derivative of the grand energy
step = 0.005
sigma_from_energy = (solve(phi0 + step)['omega']
                     - solve(phi0 - step)['omega']) / (2 * step)
assert abs(sigma_from_energy - bad['sigma']) < 2e-3
gain = good['omega'] - bad['omega']
assert gain > 0

# Onset: predicted shift against self-consistent runs on either side
onset = -level_airy
assert solve(phi0 + onset - 0.01)['sigma'] > 0
assert solve(phi0 + onset + 0.01)['sigma'] == 0
window = solve(phi0 + 0.25)
assert window['Ec'][-1] < 0 and window['sigma'] == 0

# Shift applied afterwards: wrong after spill, right without spill
late = bad['Ec'][-1] + shift_c
late_error = late - good['Ec'][-1]
assert abs(late_error - lam * (D1 - bad['D'][-1]) / eps0) < 1e-6
assert late_error > 0.01
assert np.allclose(window['Ec'] + shift_c - 0.25, good['Ec'], atol=1e-9)

# Polarization profile as a diagnostic, and absence of holes
P_bad = bad['D'] - eps0 * field(bad['D'])
P_drop = P_bad[0] - P_bad[-1]
assert abs(P_drop / bad['sigma'] - 1) < 0.02
mid = len(x) // 2
assert bad['D'][mid] > D1 > bad['D'][-1]
valence_bad = np.max(bad['Ec']) - gap_low
valence_good = np.max(good['Ec']) - gap_true
assert valence_bad < 0 and valence_good < 0
centroid = L - trapezoid(x * bad['n'], x) / bad['sigma']

print(f"film thickness L = {L:.1f} nm")
print(f"interface screening length lambda = {lam:.3f} nm")
print(f"relative permittivity at spontaneous D = {eps_r:.0f}")
print(f"spontaneous displacement D0 = {D_spont:.3f} e/nm^2")
print(f"vacuum permittivity = {eps0:.5f} e/(V nm)")
print(f"K = hbar^2/2m = {K:.5f} eV nm^2")
print(f"subband density of states = {dos:.4f} 1/(eV nm^2)")
print(f"alpha = {alpha:.5f} V nm/e")
print(f"beta = {beta:.5f} V nm^5/e^3")
print(f"minimum thickness for polar state = {4*lam*eps_r:.1f} nm")
print(f"barrier at D=0, computed edge = {phi0:.3f} eV")
print(f"gap as computed = {gap_low:.2f} eV")
print(f"gap as corrected = {gap_true:.2f} eV")
print(f"conduction-edge part of correction = {shift_c:.2f} eV")
print(f"valence-edge part = {gap_true-gap_low-shift_c:.2f} eV")
print("-- polar film with no free charge --")
print(f"D1 = {D1:.4f} e/nm^2 = {D1*to_si:.4f} C/m^2")
print(f"interface energy step lambda*D1/eps0 = {drop:.4f} eV")
print(f"field magnitude F = {F:.5f} V/nm")
print(f"right barrier before spill = {phi0-drop:.4f} eV")
print(f"confinement energy (Airy) = {confinement:.4f} eV")
print(f"lowest level, Airy = {level_airy:.5f} eV")
print(f"lowest level, grid = {level_grid:.5f} eV")
print(f"lowest level, nonpolar film = {level_nonpolar:.4f} eV")
print("-- self-consistent film, computed edge --")
print(f"spilled charge = {bad['sigma']:.4f} electrons/nm^2")
print(f"spilled charge magnitude = {bad['sigma']*to_si:.4f} C/m^2")
print(f"same from energy derivative = {sigma_from_energy:.4f} 1/nm^2")
print(f"occupied subbands = {np.sum(bad['levels'] < 0)} (count)")
print(f"lowest level = {bad['levels'][0]:.4f} eV")
print(f"mean distance from right metal = {centroid:.3f} nm")
print(f"D at left interface = {bad['D'][0]:.4f} e/nm^2")
print(f"D at film centre = {bad['D'][mid]:.4f} e/nm^2")
print(f"D at right interface = {bad['D'][-1]:.4f} e/nm^2")
print(f"drop of P across film = {P_drop:.4f} e/nm^2")
print(f"energy gained by spill = {gain:.5f} eV/nm^2")
print(f"right barrier after spill = {bad['Ec'][-1]:.4f} eV")
print(f"highest valence edge = {valence_bad:.4f} eV")
print("-- corrected edge --")
print(f"spilled charge = {good['sigma']:.4f} electrons/nm^2")
print(f"right barrier = {good['Ec'][-1]:.4f} eV")
print(f"right barrier by late shift = {late:.4f} eV")
print(f"error of late shift = {late_error:.4f} eV")
print(f"highest valence edge = {valence_good:.4f} eV")
print(f"conduction shift that ends spill = {onset:.4f} eV")
print(f"its share of gap correction = {100*onset/(gap_true-gap_low):.1f} %")
print(f"shift that makes barrier positive = {drop-phi0:.4f} eV")
print("-- scan: shift eV, charge 1/nm^2, barrier eV, centre D e/nm^2 --")
for s in (0.0, 0.05, 0.10, 0.15, 0.25, 0.80):
    r = solve(phi0 + s)
    print(f"{s:.2f}  {r['sigma']:.4f}  {r['Ec'][-1]:.4f}  {r['D'][mid]:.4f}")
print("every check passed")
```

Running it gives:

```
film thickness L = 20.0 nm
interface screening length lambda = 0.020 nm
relative permittivity at spontaneous D = 100
spontaneous displacement D0 = 2.000 e/nm^2
vacuum permittivity = 0.05526 e/(V nm)
K = hbar^2/2m = 0.03810 eV nm^2
subband density of states = 4.1773 1/(eV nm^2)
alpha = -0.09048 V nm/e
beta = 0.02262 V nm^5/e^3
minimum thickness for polar state = 8.0 nm
barrier at D=0, computed edge = 0.250 eV
gap as computed = 1.80 eV
gap as corrected = 3.00 eV
conduction-edge part of correction = 0.80 eV
valence-edge part = 0.40 eV
-- polar film with no free charge --
D1 = 1.5492 e/nm^2 = 0.2482 C/m^2
interface energy step lambda*D1/eps0 = 0.5607 eV
field magnitude F = 0.05607 V/nm
right barrier before spill = -0.3107 eV
confinement energy (Airy) = 0.1152 eV
lowest level, Airy = -0.19541 eV
lowest level, grid = -0.19542 eV
lowest level, nonpolar film = 0.2509 eV
-- self-consistent film, computed edge --
spilled charge = 0.3438 electrons/nm^2
spilled charge magnitude = 0.0551 C/m^2
same from energy derivative = 0.3438 1/nm^2
occupied subbands = 1 (count)
lowest level = -0.0823 eV
mean distance from right metal = 1.345 nm
D at left interface = 1.6150 e/nm^2
D at film centre = 1.6150 e/nm^2
D at right interface = 1.2713 e/nm^2
drop of P across film = 0.3428 e/nm^2
energy gained by spill = 0.03340 eV/nm^2
right barrier after spill = -0.2101 eV
highest valence edge = -0.9655 eV
-- corrected edge --
spilled charge = 0.0000 electrons/nm^2
right barrier = 0.4893 eV
right barrier by late shift = 0.5899 eV
error of late shift = 0.1006 eV
highest valence edge = -1.3893 eV
conduction shift that ends spill = 0.1954 eV
its share of gap correction = 16.3 %
shift that makes barrier positive = 0.3107 eV
-- scan: shift eV, charge 1/nm^2, barrier eV, centre D e/nm^2 --
0.00  0.3438  -0.2101  1.6150
0.05  0.2547  -0.1866  1.5992
0.10  0.1664  -0.1626  1.5827
0.15  0.0789  -0.1380  1.5655
0.25  0.0000  -0.0607  1.5492
0.80  0.0000  0.4893  1.5492
every check passed
```
